\section*{Why hydrogen in a neutral oxygen vacancy can raise conductivity}

\section{A case that can be counted by hand}

Take an n-type oxide with fixed positive background charge of density $B$, fully ionized, and with oxygen vacancies that are all neutral. A neutral vacancy $V_{\mathrm O}^0$ holds two electrons in a deep level. It contributes no charge, so neutrality gives $n=B$ for the density of conduction electrons.

Now let a density $x$ of vacancies each take up one hydrogen atom from a neutral reservoir:
\begin{equation}
V_{\mathrm O}^0+\mathrm H\longrightarrow \mathrm H_{\mathrm O}^+ + e^- .
\label{reaction}
\end{equation}
If every complex is ionized and every released electron stays in the band, the positive charge is $B+x$ and
\begin{equation}
n=B+x .
\label{ideal}
\end{equation}
With $B=10^{16}$ and $x=10^{17}\ \mathrm{cm^{-3}}$, the density rises from $10^{16}$ to $1.1\times10^{17}\ \mathrm{cm^{-3}}$, although deep states have been removed. The two electrons of the deep level were not carriers, so tying them up in a bond costs no carriers. The electron brought by hydrogen is the new one.

The formal charges agree: hydrogen sits as $\mathrm H^-$ where the crystal had $\mathrm O^{2-}$, so its charge relative to the crystal is $-1-(-2)=+1$.

Equation \eqref{ideal} assumes that the deep level really disappears, that the third electron is weakly bound, that the vacancies were neutral, and that nothing else captures the electron. Each assumption can fail, and each is examined separately below. The density $x$ is given; whether the reaction is energetically favourable is a separate question.

\section{The bond: when the deep state disappears}

The following one-electron model uses Hartree atomic units, with energies measured from the conduction-band edge. A vacancy orbital of energy $e_v<0$ couples with strength $V$ to an s-wave band of mass $m$ on the shell of neighbouring cations, at radius $R$. A hydrogen orbital of energy $e_h<0$ couples to the vacancy orbital with strength $w$. The Coulomb tail is left out for the moment. With radial function $u(r)$ and orbital amplitudes $c_v,c_h$,
\begin{align}
-\frac{u''}{2m}+Vc_v\,\delta(r-R)&=Eu,\\
e_vc_v+Vu(R)+wc_h&=Ec_v,\label{cv}\\
e_hc_h+wc_v&=Ec_h .\label{ch}
\end{align}
For a bound state put $E=-\kappa^2/(2m)$. Then $u=A\sinh\kappa r$ inside the shell and $u=A\sinh(\kappa R)\,e^{-\kappa(r-R)}$ outside. The delta function makes the slope jump by $2mVc_v$:
\begin{equation}
-\kappa A(\sinh\kappa R+\cosh\kappa R)=-\kappa Ae^{\kappa R}=2mVc_v .
\end{equation}
This fixes $A$, and the energy shift from the band is
\begin{equation}
S(E)=\frac{Vu(R)}{c_v}=-\frac{2mV^2}{\kappa}e^{-\kappa R}\sinh\kappa R
=-\frac{mV^2}{\kappa}\left(1-e^{-2\kappa R}\right).
\end{equation}
Equation \eqref{ch} gives $c_h=wc_v/(E-e_h)$. Inserted in \eqref{cv}, it yields
\begin{equation}
F(E)=E-e_v-S(E)-\frac{w^2}{E-e_h}=0 .
\label{secular}
\end{equation}

The number of roots follows from monotonicity. Since $(1-e^{-2\kappa R})/\kappa=\int_0^{2R}e^{-\kappa s}ds$ grows as $\kappa$ falls, $-S$ grows with $E$. The last term of $F$ has derivative $+w^2/(E-e_h)^2$. Thus $F$ rises on each side of $e_h$. Below $e_h$ it runs from $-\infty$ to $+\infty$ and has one root, the bonding level. Between $e_h$ and the band edge it starts at $-\infty$ and ends at
\begin{equation}
F(0)=-e_v+2mV^2R+\frac{w^2}{e_h},
\end{equation}
because $S(0)=-2mV^2R$. A second root exists when $F(0)>0$. Multiplication by the negative number $e_h$ reverses the inequality, so the second root is absent when
\begin{equation}
w^2>w_c^2=e_h\left(e_v-2mV^2R\right).
\label{threshold}
\end{equation}

Choose $m=0.3$, $R=4$, $V=0.1$, $e_v=-0.06$ and $e_h=-0.20$. These are round model values, not those of a named oxide. Then $2mV^2R=0.024$ and $w_c=\sqrt{0.20\times0.084}=0.130$ hartree. Without hydrogen the vacancy level is at $-0.0717$ hartree, inside a gap of $0.120$ hartree. With $w=0.20$ hartree the bonding level lies at $-0.344$ hartree, well below the gap, and there is no second short-range bound state. Diagonalization on a radial grid reproduces both levels and the change in the number of bound states across $w_c$.

The electron count is now definite. Two vacancy electrons and one from hydrogen make three; the bonding level holds two, one per spin. The third must go to the conduction band or to a state bound by the Coulomb tail. The valence band is not in the model, so it is assumed that its mixing with the bonding level pushes no new state into the gap.

\section{The tail: why the remaining electron is weakly bound}

The empty vacancy has charge $+2$ relative to the crystal, and the proton makes it $+3$. Two bonding electrons reduce this to $+1$. Far away, the third electron sees $-1/(\varepsilon r)$, with $\varepsilon$ the relative permittivity. Try $u=re^{-r/a}$:
\begin{equation}
-\frac{u''}{2m}-\frac{u}{\varepsilon r}
=\left(\frac1{ma}-\frac{r}{2ma^2}-\frac1\varepsilon\right)e^{-r/a}.
\end{equation}
The first and last terms cancel if $a=\varepsilon/m$. What remains is $Eu$ with $E=-1/(2ma^2)$, so the binding energy is
\begin{equation}
E_b^{(0)}=\frac{m}{2\varepsilon^2}.
\end{equation}
For $\varepsilon=10$ this is $0.00150$ hartree, with $a=33$ bohr. The orbital is much wider than the shell, which is why its energy depends little on the short-range structure.

The full model, with the tail held constant inside $R$, gives $E_b=0.00158$ hartree ($0.043$ eV). The small excess can be traced. Eliminating both local orbitals leaves a shell potential $\lambda\delta(r-R)$. At the band edge,
\begin{equation}
\lambda=\frac{V^2(-e_h)}{e_ve_h-w^2}=\frac{0.01\times0.20}{0.012-0.040}=-0.071 .
\end{equation}
It is attractive. With the normalized function $u=2re^{-r/a}/a^{3/2}$, first-order perturbation theory gives extra binding $|\lambda|u(R)^2\approx0.00010$ hartree. Flattening the tail inside $R$ removes
\begin{equation}
\int_0^R\frac{4r^2}{a^3\varepsilon}\left(\frac1r-\frac1R\right)dr
=\frac{2R^2}{3\varepsilon a^3}\approx0.00003\ \text{hartree},
\end{equation}
where $e^{-2r/a}\approx1$ was used. The net first-order estimate, $0.00007$, is about a fifth below the computed excess of $0.000085$ hartree. Beyond first order, the shell alone adds $0.00012$ hartree and the flattening alone removes $0.00002$ hartree. As $w$ approaches $w_c$ from above, the shell attraction approaches the strength that binds by itself, and this small correction no longer suffices. With the tail present the binding changes smoothly through $w_c$: it is $3.9$, $2.2$, $1.5$ and $1.17$ times $E_b^{(0)}$ at $w/w_c=0.97$, $1.03$, $1.10$ and $1.25$. A binding near the hydrogenic value therefore needs $w$ well above threshold.

Weak coupling shows the failure. For $w=0.10$ hartree, below $w_c$, the third electron is bound by $0.022$ hartree, fourteen times the $0.00158$ hartree found for $w=0.20$ hartree. A gap state survives, and in the neutrality calculation below, which does not let the complex take a second electron and become negative, $n$ stays at $1.00\times10^{16}\ \mathrm{cm^{-3}}$ after filling. Hydrogen has then supplied an electron but no carrier. If the complex could also take a second electron at an energy well below the Fermi level, filling would remove carriers.

\section{Charge neutrality: what decides the sign}

Defect energies are given from here on in eV and densities in $\mathrm{cm^{-3}}$. Let $N_V$ be the total density of vacancies, filled and unfilled, and $\mu$ the Fermi level measured from the band edge. In thermal equilibrium,
\begin{equation}
B+x\,d(\mu)+(N_V-x)\,q(\mu)+p-n=0,
\label{neutrality}
\end{equation}
where $d$ and $q$ are the mean charges of $\mathrm H_{\mathrm O}$ and of an unfilled vacancy, and $p$ is the hole density. Defects are taken as independent, and band tails are omitted.

For the bound electron only the ground state is counted. The complex is then either ionized, with weight 1, or neutral, with weight $D=2e^{(\mu+E_b)/kT}$, the factor 2 being spin. Hence $d=1/(1+D)$. For the vacancy, let $\epsilon_1=-0.70$ eV be the $(2+/+)$ level and $\epsilon_2=-1.30$ eV the $(+/0)$ level. They include lattice relaxation and are independent inputs, not the orbital energies above. The weights of charges $2,1,0$ are
\begin{equation}
1,\qquad W_1=2e^{(\mu-\epsilon_1)/kT},\qquad
W_0=e^{(2\mu-\epsilon_1-\epsilon_2)/kT}.
\end{equation}

Adding an electron lowers a defect's charge by one and multiplies its weight by $e^{\mu/kT}$. Differentiating a mean charge therefore gives minus its variance divided by $kT$. For the bands, $dn/d\mu=C_n/kT$ and $dp/d\mu=-C_p/kT$, where $C_n$ and $C_p$ are the sums of $f(1-f)$ over band states per volume and $f$ is the occupation. Differentiating \eqref{neutrality} with respect to $x$ at fixed $B$ and $N_V$,
\begin{equation}
d-q-\frac{1}{kT}\frac{d\mu}{dx}
\left[C_n+C_p+x\,\mathrm{var}(d)+(N_V-x)\,\mathrm{var}(q)\right]=0 ,
\end{equation}
where $\mathrm{var}(d)$ and $\mathrm{var}(q)$ denote the charge variances of the two defects. Since $dn/dx=(C_n/kT)\,d\mu/dx$,
\begin{equation}
\frac{dn}{dx}=\frac{(d-q)\,C_n}{C_n+C_p+x\,\mathrm{var}(d)+(N_V-x)\,\mathrm{var}(q)} .
\label{response}
\end{equation}
Everything except $d-q$ is positive. Filling raises $n$ if the complex carries more positive charge than the vacancy it replaces.

The sign cannot change during filling. Setting $d=q$ and clearing denominators gives
\begin{equation}
W_0-1-2D-DW_1=0 .
\end{equation}
With $t=e^{\mu/kT}$ this is a quadratic in $t$. Its $t^2$ coefficient is positive for these levels, while its linear and constant terms are negative, so it has one positive root. The terms in $D$ are tiny there, so $W_0\approx1$ and
\begin{equation}
\mu^*\approx\frac{\epsilon_1+\epsilon_2}{2}=-1.00\ \text{eV}.
\end{equation}
At $\mu^*$ the left side of \eqref{neutrality} does not depend on $x$. A sample that has $\mu=\mu^*$ at one filling has it at every filling, so a sample that starts above $\mu^*$ stays above it.

\section{Incomplete ionization: how large the gain is}

For neutral vacancies, negligible holes and a nondegenerate band, set $q=p=0$ and $n=N_ce^{\mu/kT}$, where $N_c$ is the effective density of band states. Then $D=n/n_1$ with
\begin{equation}
n_1=\frac{N_c}{2}e^{-E_b/kT},
\end{equation}
and \eqref{neutrality} becomes $n-B=x/(1+n/n_1)$. Multiplying by $n_1+n$ and collecting powers,
\begin{align}
n^2+(n_1-B)n-n_1(B+x)&=0,\\
n=\tfrac12\Big[B-n_1+\sqrt{(n_1-B)^2+4n_1(B+x)}\Big]&.
\label{closed}
\end{align}
The plus sign gives the positive density. For $B,x\ll n_1$ this returns $n\approx B+x$. For $x\gg n_1$ and $|B|\ll\sqrt{n_1x}$ it would give $n\approx\sqrt{n_1x}$ if the donors remained isolated. With the values used below, this limit is approached only at densities where neighbouring donor orbitals already overlap, so it is a check on the formula and not a prediction.

At 300 K, $N_c=4.12\times10^{18}$ and $n_1=3.89\times10^{17}\ \mathrm{cm^{-3}}$. Let $N_V=2\times10^{17}$, with half the vacancies filled and $B=10^{16}\ \mathrm{cm^{-3}}$. In units of $10^{17}\ \mathrm{cm^{-3}}$,
\begin{equation}
n=\tfrac12\left[-3.79+\sqrt{3.79^2+4(3.89)(1.10)}\right]\approx0.91 .
\end{equation}
The full Fermi--Dirac solution is $9.09\times10^{16}\ \mathrm{cm^{-3}}$, with $81\%$ of the complexes ionized. The density has grown by a factor of $9.1$, and the Fermi level has risen from $-0.156$ to $-0.098$ eV. Relative to \eqref{ideal}, donor binding holds back $1.9\times10^{16}\ \mathrm{cm^{-3}}$. The mean spacing of the complexes, $x^{-1/3}$, is about 400 bohr, much larger than $a$, so neighbouring ground-state orbitals overlap little.

Two effects left out still matter, because $E_b$ is only $1.7\,kT$. The next hydrogenic shell has eight states, spin included, bound by $E_b^{(0)}/4$. Together they weigh about as much as the ground state, and adding them to $D$ for an unscreened donor lowers $n$ to about $8.0\times10^{16}\ \mathrm{cm^{-3}}$. Screening by the carriers acts the other way, since it weakens the binding by about $0.01$ eV. Screening also cuts off the sum over shells, which for an unscreened donor would keep lowering $n$ (to $6.8\times10^{16}\ \mathrm{cm^{-3}}$ with the third shell). At a Debye length of about 240 bohr the third shell is barely bound or not bound at all. With Debye screening, $n$ is $9.6\times10^{16}\ \mathrm{cm^{-3}}$ from the ground state alone and $8.5\times10^{16}\ \mathrm{cm^{-3}}$ with the second shell included. In these estimates the gain lies between about eight and ten; the digits quoted above belong to the ground-state model.

\section{Other charges: delay, reversal and no gain}

Let the background now be net acceptors of density $A$, so that $B=-A$. While $x<A$, the remaining vacancies supply the missing positive charge. For these levels the singly charged state is rare. If a fraction $f$ of the unfilled vacancies is doubly ionized, then $2f(N_V-x)\approx A-x$, provided this gives $0<f<1$. The weight ratio $(1-f)/f=W_0=e^{2(\mu-\mu^*)/kT}$ gives
\begin{equation}
n\approx N_ce^{\mu^*/kT}\sqrt{\frac{1-f}{f}} .
\label{pinned}
\end{equation}
The exponential keeps $n$ negligible. For $A=2\times10^{16}\ \mathrm{cm^{-3}}$, filling $10^{16}\ \mathrm{cm^{-3}}$ changes $n$ from about 290 to 400 $\mathrm{cm^{-3}}$: a rise, but no useful conductivity. Once $x$ exceeds $A$, equation \eqref{closed} applies with $B=-A$. At $x=3\times10^{16}$ and $10^{17}\ \mathrm{cm^{-3}}$, $n$ is $9.3\times10^{15}$ and $6.6\times10^{16}\ \mathrm{cm^{-3}}$. The acceptors take their share first.

With $A=3\times10^{17}\ \mathrm{cm^{-3}}$ the vacancies start with mean charge $q=1.5$. Replacing one of them by a complex of charge $+1$ loses positive charge, so $n$ must fall. Filling $5\times10^{16}\ \mathrm{cm^{-3}}$ takes it from 38 to 29 $\mathrm{cm^{-3}}$. The sample is insulating either way; the sign is what matters here. That reversal needs heavy compensation only because the vacancy levels chosen are deep. If the vacancy is itself a shallow double donor, with $-\epsilon_2<E_b+kT\ln4$, the $t^2$ coefficient above is negative and $d<q$ at every $\mu$. Filling then lowers $n$ in a conducting sample: for $\epsilon_1=-0.10$ and $\epsilon_2=-0.05$ eV with $B=10^{16}\ \mathrm{cm^{-3}}$, filling $10^{17}\ \mathrm{cm^{-3}}$ takes $n$ from $2.1\times10^{17}$ to $1.8\times10^{17}\ \mathrm{cm^{-3}}$.

The source of hydrogen also matters. If it was already an ionized interstitial donor, the reaction is
\begin{equation}
\mathrm H_i^+ + V_{\mathrm O}^0\longrightarrow\mathrm H_{\mathrm O}^+ ,
\end{equation}
and no electron is released. Starting with $10^{17}\ \mathrm{cm^{-3}}$ interstitial donors, assumed to have the hydrogenic binding, capture changes $n$ from $9.21\times10^{16}$ to $9.09\times10^{16}\ \mathrm{cm^{-3}}$. The slight fall reflects the slightly stronger binding of $\mathrm H_{\mathrm O}$. The deep states disappear, but the carriers had arrived earlier, with the interstitial hydrogen.

\section{Mobility: from density to conductivity}

Conductivity is $\sigma=en\mu_n$, with $\mu_n$ the electron mobility. Filling replaces neutral defects by charged ones, which scatter. In the neutral-vacancy example, $\sigma$ rises unless $\mu_n$ falls below $1/9.09=0.11$ of its initial value.

To illustrate how such a loss is calculated, use Born scattering from a screened charge. With wave number $k$, screening wave number $s$ and $c=\cos\theta$, the squared amplitude is $(2m/\varepsilon)^2/[2k^2(1-c)+s^2]^2$. Weighting by $1-c$, which measures lost forward momentum, and putting $v=1-c$,
\begin{align}
\sigma_{\mathrm{tr}}&=\frac{8\pi m^2}{\varepsilon^2}\int_0^2\frac{v\,dv}{(2k^2v+s^2)^2}\nonumber\\
&=\frac{2\pi m^2}{\varepsilon^2k^4}\left[\ln(1+b)-\frac{b}{1+b}\right],\qquad b=\frac{4k^2}{s^2}.
\end{align}
The second line follows from the substitution $y=2k^2v+s^2$, which turns the integral into $(4k^4)^{-1}\int(1/y-s^2/y^2)\,dy$ between $s^2$ and $s^2+4k^2$.

The corresponding rate, with Debye screening, is added to a constant background rate equivalent to $10\ \mathrm{cm^2/(V\,s)}$, and the relaxation time is averaged over thermal energies. In this sum of rates the mobility changes from $9.99$ to $9.97\ \mathrm{cm^2/(V\,s)}$, because the assumed background rate is far larger than that of the new charges. The conductivity would then go from $0.016$ to $0.145$ S/cm, a factor of $9.1$.

These mobility figures illustrate the formula; they do not predict the loss in a real oxide. At thermal energies $ka$ is about one, so the Born approximation is not well controlled. A more serious limit is the background itself. With $m=0.3$, a mobility of $10\ \mathrm{cm^2/(V\,s)}$ implies a mean free path of only about 7 bohr, and $k$ times this length is about $0.2$. Adding scattering rates requires a product well above one. The same rate $1/\tau$ corresponds to an energy width $\hbar/\tau\approx0.39$ eV, larger than the donor binding, so an oxide with such a mobility would need another description of both its transport and its shallow donors.

The break-even ratio $0.11$ needs no scattering model, only the two computed densities; for a gain between eight and ten it lies between $0.10$ and about $0.12$. In this example the carrier density grows by a factor of about nine, and the conductivity rises as long as the mobility keeps more than about $11\%$ of its initial value. For the other cases the numerical output below gives electron densities only.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ORBITAL MODEL (energies from conduction-band edge)
band mass = 0.30 electron masses; permittivity = 10.0
shell radius = 4.0 bohr; gap = 0.120 hartree
vacancy orbital e_v = -0.060 hartree
hydrogen orbital e_h = -0.200 hartree
band coupling V = 0.10 hartree bohr^(1/2)
H coupling w = 0.200 hartree
critical H coupling = 0.1296 hartree
vacancy level, grid = -0.07171 hartree
vacancy level, secular = -0.07171 hartree
bonding level, no tail, grid = -0.34407 hartree
bonding level, no tail, secular = -0.34407 hartree
bonding level with tail = -0.34413 hartree
deep gap levels: V_O 1, H_O 0
electrons outside bonding level = 1
hydrogenic binding = 0.001500 hartree
H_O binding = 0.001585 hartree = 0.0431 eV
weak H coupling = 0.100 hartree
weak-coupling binding = 0.02232 hartree
CHARGE NEUTRALITY
temperature = 300 K; kT = 0.02585 eV
V_O (2+/+) = -0.70 eV; (+/0) = -1.30 eV
Fermi level where gain changes sign = -1.0000 eV
vacancies = 2.00e+17 cm^-3; filled = 1.00e+17 cm^-3
background positive charge = 1.00e+16 cm^-3
hole mass = 1.00 electron masses
N_c = 4.1234e+18 cm^-3; n_1 = 3.8882e+17 cm^-3
Fermi level before = -0.1557 eV; after = -0.0984 eV
mean vacancy charge before = 1.19e-19
mean H_O charge after = 0.8093
n before = 1.0000e+16 cm^-3
n after = 9.0927e+16 cm^-3; ratio = 9.093
n after, closed formula = 9.1030e+16 cm^-3
dn/dx after filling = 0.6910
CONDUCTIVITY
background mobility = 10.00 cm^2/(V s)
mobility before = 9.9940 cm^2/(V s)
mobility after = 9.9672 cm^2/(V s)
break-even mobility ratio = 0.1100
conductivity before = 0.01601 S/cm
conductivity after = 0.14520 S/cm
conductivity ratio = 9.068
CONTRASTING CASES
weak H coupling: n after = 1.0000e+16 cm^-3
net acceptors = 2.00e+16 cm^-3
  filled = 0.0e+00 cm^-3: n = 2.854e+02 cm^-3
  filled = 1.0e+16 cm^-3: n = 3.982e+02 cm^-3
  filled = 3.0e+16 cm^-3: n = 9.299e+15 cm^-3
  filled = 1.0e+17 cm^-3: n = 6.551e+16 cm^-3
strong compensation: acceptors = 3.00e+17 cm^-3
  mean vacancy charge before = 1.5000
  filled = 5.0e+16 cm^-3
  n before = 3.779e+01 cm^-3; after = 2.928e+01 cm^-3
interstitial H donors before capture = 1.00e+17 cm^-3
  n before = 9.2081e+16 cm^-3; after = 9.0927e+16 cm^-3
\end{verbatim}
